# Vineyard's Vacancy Jump Rate and Its Change in an Electric Field, part 1

(Sections cited here and not found follow in the second part.)

## 1. From one coordinate to Vineyard's rate

A simulation of vacancies drifting through a switching layer needs a rate for every jump at every field. Before it is run, one has to decide whether to search for the saddle point again at each field, or to find it once at zero field and shift the barrier by a charge times a distance. The second choice is far cheaper, but it leaves open which charge, which distance and which attempt frequency belong in the formula, and up to what field the shift can be trusted. The rate without a field comes first, because the field acts on its ingredients.

Energies are in eV, lengths in Å, charges in units of the elementary charge \(e\), fields in V/Å and frequencies in THz; these are the natural units of ion jumps. \(kT\) is the thermal energy, and a rate is written \(\Gamma\). The nuclei move classically.

### One ion, one coordinate

An ion of mass \(m\) sits in a well of the potential \(V(x)\) with its minimum at \(x_m\). To the right, at \(x_s\), is the top of the barrier, of height \(B=V(x_s)-V(x_m)\). I assume that the well is in thermal equilibrium and that each crossing of \(x_s\) to the right is a completed jump. These are the two assumptions of transition-state theory.

It pays to use \(y=\sqrt m\,x\), since the kinetic energy is then \(\dot y^2/2\) for any mass. In a short time \(dt\), an ion with velocity \(v=\dot y>0\) crosses the top if it lies within \(v\,dt\) to the left of it. In equilibrium, position and velocity are independent, so the crossing rate is the probability density at the top times the mean of the positive velocities:

\[
\Gamma=\left[\int_0^\infty v\,\frac{e^{-v^2/2kT}}{\sqrt{2\pi kT}}\,dv\right]
\frac{e^{-V(x_s)/kT}}{\int_{\rm well}e^{-V/kT}\,dy}.
\]

The integral of \(v\,e^{-v^2/2kT}\) is \(kT\), so the bracket equals \(kT/\sqrt{2\pi kT}=\sqrt{kT/2\pi}\).

For \(kT\ll B\) the well integral comes from the neighbourhood of the minimum, where \(V\approx V(x_m)+\omega^2(y-y_m)^2/2\) with \(\omega^2=V''(x_m)/m\). The Gaussian integral is \(e^{-V(x_m)/kT}\sqrt{2\pi kT}/\omega\). Hence

\[
\Gamma=\sqrt{\frac{kT}{2\pi}}\;\frac{\omega}{\sqrt{2\pi kT}}\;e^{-B/kT}
=\frac{\omega}{2\pi}\,e^{-B/kT}=\nu\,e^{-B/kT}.
\]

The temperature has cancelled from the prefactor: a hotter ion crosses faster, but it also spreads over a wider well. The curvature at the top does not appear, because in one dimension the dividing surface is a single point.

**Limit: how good is the harmonic well?** Take \(V=\tfrac W2(1-\cos\kappa x)\) with \(\kappa=2\pi/a\), so that \(B=W\). The first term beyond the parabola is \(-W\kappa^4x^4/48\). It multiplies the well integral by \(1+W\kappa^4\langle x^4\rangle/(48kT)\) to first order. For a Gaussian, \(\langle x^4\rangle=3\langle x^2\rangle^2\), and here \(\langle x^2\rangle=2kT/(W\kappa^2)\). The correction is therefore

\[
\frac{W\kappa^4}{48kT}\cdot\frac{12(kT)^2}{W^2\kappa^4}=\frac{kT}{4W}.
\]

The rate is lower than the harmonic one by this fraction, since the cosine well is wider than its parabola. For \(W=1\) eV and 600 K this first-order estimate of the reduction is 1.3 %.

### Many coordinates

A vacancy jump is never the motion of one ion alone: the neighbours relax around the vacancy and shift again as the ion jumps. Around a charged oxygen vacancy in an ionic oxide, the nearest cations typically move outward and the nearest anions inward. Let there be \(N\) coordinates \(x_i\) with masses \(m_i\), and let \(y_i=\sqrt{m_i}\,x_i\). Let \(H_{ij}=\partial^2V/\partial x_i\partial x_j\) be the Hessian. In the \(y\) coordinates it becomes the dynamical matrix

\[
D_{ij}=\frac{H_{ij}}{\sqrt{m_im_j}},
\]

whose eigenvalues are squared angular frequencies. All those at the minimum \(m\) are positive, \(\omega_i^2\). At the saddle \(s\) one is negative, \(-\omega_b^2\), and \(N-1\) are positive, \(\omega_j'^2\).

The top of the barrier is now replaced by a surface \(S\) that separates the two wells. Near the saddle I take a plane through \(s\) with unit normal \(n\) in \(y\) space. The kinetic energy is \(\sum\dot y_i^2/2\), which looks the same in every direction, so the velocity along \(n\) has the same distribution as before. The counting argument is unchanged:

\[
\Gamma=\sqrt{\frac{kT}{2\pi}}\;
\frac{\int_S e^{-V/kT}\,dS}{\int_{\rm well}e^{-V/kT}\,d^Ny}.\tag{1}
\]

### Which plane?

A trajectory that passes from one well to the other crosses any separating surface forwards at least once. If it turns back and crosses again, the flux counts it again. The flux thus can never be below the true rate of passage, and the best surface is the one with the least flux.

Let the columns of \(P\) be \(N-1\) orthonormal vectors in the plane. In the harmonic approximation the surface integral is proportional to \([\det(P^TD_sP)]^{-1/2}\), provided this smaller matrix is positive definite. To find its determinant, write \(D_s\) in the basis formed by \(P\) and \(n\). The \((n,n)\) element of an inverse matrix is the cofactor divided by the determinant, and the cofactor here is \(\det(P^TD_sP)\). So

\[
\det(P^TD_sP)=\det D_s\;\,n^TD_s^{-1}n .
\]

Let \(n_b\) be the component of \(n\) along the unstable mode and \(n_j\) those along the stable modes. With \(\det D_s=-\omega_b^2\prod_j\omega_j'^2\) and \(n^TD_s^{-1}n=-n_b^2/\omega_b^2+\sum_jn_j^2/\omega_j'^2\),

\[
\det(P^TD_sP)=\prod_j\omega_j'^2\left[n_b^2-\sum_j\frac{\omega_b^2}{\omega_j'^2}\,n_j^2\right].\tag{2}
\]

The bracket is at most 1, and it reaches 1 when \(n\) is the unstable mode. This plane therefore has the least harmonic flux. It also has a direct dynamical meaning. Near the saddle the unstable coordinate obeys \(\ddot y_b=\omega_b^2y_b\). Starting at \(y_b=0\) with velocity \(v>0\), it moves as \(y_b=(v/\omega_b)\sinh\omega_bt\) and does not return. Recrossing can then arise only from motion outside the harmonic region.

### The Gaussian integrals

With the best plane, the well supplies \(N\) Gaussian factors and the surface \(N-1\):

\[
\Gamma=\sqrt{\frac{kT}{2\pi}}\;
\frac{\prod_{j=1}^{N-1}\sqrt{2\pi kT}/\omega_j'}{\prod_{i=1}^{N}\sqrt{2\pi kT}/\omega_i}\;e^{-B/kT}
=\frac1{2\pi}\,\frac{\prod_i\omega_i}{\prod_j\omega_j'}\,e^{-B/kT}.
\]

Setting \(\omega=2\pi\nu\) gives \(N\) factors \(2\pi\) above and \(N-1\) below; the one left over cancels \(1/2\pi\). This is Vineyard's rate:

\[
\boxed{\;\Gamma=\nu^*e^{-B/kT},\qquad
\nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu_j'}\;}\tag{3}
\]

It is the rate of one particular jump. If there are several neighbouring sites, each has its own saddle, and the escape rate is the sum. A supercell that is free to move as a whole has zero-frequency translations. In \(y\) space they span the same directions with the same range at \(m\) and \(s\), so their factors cancel in (1), and the products run over the remaining modes.

**Limit: uncoupled neighbours.** If the other ions vibrate with the same frequencies at \(m\) and \(s\), their factors cancel. For a jumping ion with a single coordinate the one-ion rate returns; in three dimensions its own transverse vibrations at \(m\) and \(s\) remain in the prefactor.

**Limit: change of masses.** From the definition of \(D\), \(\prod_i\omega_i^2=\det H_m/\prod_im_i\) and \(\omega_b^2\prod_j\omega_j'^2=|\det H_s|/\prod_im_i\). The masses cancel in the quotient, and

\[
\nu^*=\frac{\omega_b}{2\pi}\sqrt{\frac{\det H_m}{|\det H_s|}} .
\]

The masses now enter through the unstable mode alone. An ion that takes no part in that mode can be made heavier without changing the classical prefactor, even though it lowers frequencies in both products of (3).

**Limit: low temperature.** Set \(y-y_m=\sqrt{kT}\,z\). The quadratic part of \(V/kT\) is then free of \(T\), the cubic part carries \(\sqrt{kT}\) and the quartic part \(kT\). To first order the cubic part integrates to zero, because it is odd; its square is of order \(kT\). The same holds on the plane at \(s\). The relative error of the prefactor is therefore of order \(kT\), and (3) is the low-temperature limit of (1).

### A vacancy on a ring

The simplest model with a vacancy and neighbours that respond is a ring of four wells, spacing \(a=3\) Å, with three anions of mass 20 u. A cosine substrate with \(W=1\) eV stands for the rest of the crystal, and springs with \(K=0.15\) eV/Å\(^2\) join neighbouring ions:

\[
V=\sum_{i=1}^3\frac W2(1-\cos\kappa x_i)+\frac K2\sum_{i=1}^3g_i^2,
\]

with the gaps \(g_1=x_2-x_1\), \(g_2=x_3-x_2\), \(g_3=x_1+4a-x_3\). A natural spring length would change nothing but a constant, since the gaps always add up to \(4a\). All parameters are round model values and stand for no particular material.

Let the vacancy be at \(x=0\). By symmetry the ions rest at \(a-\delta\), \(2a\) and \(3a+\delta\). The force balance on ion 1 is

\[
\frac{W\kappa}2\sin\kappa\delta=K(g_3-g_1)=K(a-3\delta).
\]

The computed \(\delta=0.1734\) Å gives 0.372 eV/Å on both sides. The neighbours lean into the vacancy because the long spring across it pulls harder than the short one.

At the saddle, ion 1 is halfway, at 1.5 Å, and the other two are at 5.9145 and 9.0855 Å. Flow downhill from this point, started to either side, was tested to end in the wells with the vacancy at 0 and at \(a\). The barrier has two parts:

- substrate: \(1.0160-0.0652=0.9508\) eV;
- springs: \(3.6773-3.9075=-0.2302\) eV.

Their sum is \(B=0.7206\) eV. The springs help the jump, since the long gap (5.65 Å) and the short gap (3.17 Å) on either side of the jumping ion become two equal gaps of 4.41 Å at the saddle, which lowers the sum of squares.

The frequencies give

\[
\nu^*=\frac{5.0524\times5.5274\times5.6416}{5.3232\times5.6455}\ {\rm THz}=5.243\ {\rm THz}.
\]

This is not the frequency of any one mode. At 600 K, \(kT=0.05170\) eV and \(B/kT=13.94\), so \(\Gamma=4.64\times10^6\) s\(^{-1}\) for each direction.

**Test against the full potential.** Expression (1) was integrated numerically with the complete \(V\). Its ratio to (3) is 0.9841 at 600 K, 0.9950 at 200 K and 0.9975 at 100 K. The deviation shrinks in proportion to \(T\), as derived, and linear extrapolation to zero temperature gives 1.0001. At 600 K, Vineyard's rate is too high by 1.6 % relative to the full flux, close to the size found for the single cosine well. The test also holds when the two ions that do not jump are made twice as heavy.

**Test of the plane.** Tilting the normal by 0.3 rad towards the softer stable mode should, by (2), multiply the flux by

\[
\left[\cos^20.3-\left(\frac{4.8235}{5.3232}\right)^2\sin^20.3\right]^{-1/2}=1.0905 .
\]

Quadrature at 100 K gives 1.0906.

Two things lie outside these tests. Recrossing was not simulated, so the numbers are transition-state rates and not proven rates of the full dynamics. The nuclei are also classical. A quantum oscillator has the partition function \(1/[2\sinh(u/2)]\) with \(u=h\nu/kT\), where the classical one is \(1/u\). The rate has the saddle's partition function above and the well's below, so quantum statistics of the real modes multiplies it by

\[
\prod_i\frac{\sinh(u_i/2)}{u_i/2}\Bigg/\prod_j\frac{\sinh(u_j'/2)}{u_j'/2}.
\]

With the largest \(u\) equal to 0.45, this is 1.007 at 600 K. Tunnelling along the unstable mode is left out, so 1.007 is not the whole quantum correction. At low temperature, where \(u\) is no longer small, the classical prefactor fails.

## 2. The barrier in a field

From the first half I take the rate \(\Gamma=\nu^*e^{-B/kT}\), with \(\nu^*\) the product of the frequencies at the minimum \(m\) over that of the real frequencies at the saddle \(s\), and \(B=V(s)-V(m)\). \(H\) is the Hessian of \(V\) in the coordinates \(x_i\). The ring model has three anions in four wells of spacing \(a=3\) Å, a substrate of height \(W=1\) eV with \(\kappa=2\pi/a\), and one vacancy. At 600 K, \(kT=0.05170\) eV; without a field \(B_0=0.7206\) eV, \(\nu^*=5.243\) THz and \(\Gamma_0=4.64\times10^6\) s\(^{-1}\).

### One ion again

An ion of fixed charge in the cosine well feels a constant force \(f\), equal to its charge times the field:

\[
V_f=\frac W2(1-\cos\kappa x)-fx .
\]

If \(x_m\) and \(x_s\) stayed at 0 and \(a/2\), the barrier would fall by \(fa/2\). The length is half the jump, because the barrier compares the top with the bottom, and the ion has gained only half of the work when it reaches the top.

But the two points move. They satisfy \(\sin\kappa x=\varphi\) with \(\varphi=2f/(W\kappa)\), so \(x_m=\arcsin(\varphi)/\kappa\) and \(x_s=a/2-x_m\). At these points \(\cos\kappa x=\pm\sqrt{1-\varphi^2}\), with the plus sign at the minimum. Subtracting the energies,

\[
B=W\sqrt{1-\varphi^2}-f\left(\frac a2-2x_m\right)
=W\left[\sqrt{1-\varphi^2}+\varphi\arcsin\varphi\right]-\frac{fa}2,
\]

where \(2f/\kappa=W\varphi\) was used.

**Limit: weak force.** The bracket is \(1-\varphi^2/2+\varphi^2=1+\varphi^2/2\) to second order, so

\[
B\approx W-\frac{fa}2+\frac{2f^2}{W\kappa^2}.
\]

The linear law overestimates the lowering, since the minimum and the top approach each other and the distance over which the field works shrinks.

**Limit: strong force.** At \(\varphi=1\) the bracket is \(\pi/2\), and \(fa/2=W\kappa a/4=\pi W/2\). The barrier is then zero: minimum and top have merged. For \(W=1\) eV and a charge of magnitude \(2e\) this single ion would reach that point at 0.52 V/Å. Well before it, \(B\) is no longer large compared with \(kT\), and the rate formula has lost its basis.

Vineyard's rate has been derived and tested on the ring without a field, and for a single ion of fixed charge the barrier falls by the force times half the jump length, with a quadratic correction. What remains is to find the charge and distance that count when many ions move, the range of the linear law, and the resulting drift.
